# The sharp edge of the neutral Thomas-Fermi-Dirac atom: a numerical check

```python
"""Sharp edge of the neutral Thomas-Fermi-Dirac (TFD) atom.

Result under test: the minimum-energy density of a neutral TFD atom stops at a
finite radius R, with the edge density n0 = 125/(192 pi^5) per cubic bohr and
the chemical potential mu = -15/(32 pi^2) hartree, both independent of Z.

Symbols (hartree atomic units): n electron density, k = (3 pi^2 n)^(1/3),
f(n) kinetic plus exchange energy density, P its pressure, phi electrostatic
potential of nucleus and electrons, u = r*phi, s = sqrt(r), w = s*k.
The variable s removes the singularity of the density at the nucleus.
"""
import math
import numpy as np
from numpy.polynomial import Chebyshev
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf
from pyscf.dft import libxc

pi = math.pi
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
HARTREE_J = const.physical_constants["Hartree energy"][0]
PRESSURE_GPA = HARTREE_J / (BOHR_NM * 1e-9) ** 3 / 1e9
C_KIN = 0.3 * (3 * pi**2) ** (2 / 3)
C_EXC = 0.75 * (3 / pi) ** (1 / 3)

n0 = 125 / (192 * pi**5)
k0 = 5 / (4 * pi)
mu = -15 / (32 * pi**2)


def f(n):
    return C_KIN * n ** (5 / 3) - C_EXC * n ** (4 / 3)


def integrate_inward(R, k_edge, exchange=1.0, energies=False, dense=False):
    """Neutral atom with imposed edge R and edge wavenumber, from R to r = 0."""
    d = k_edge - exchange / pi

    def rhs(s, y):
        u = float(y[0])
        w = s * exchange / pi + math.sqrt(max(s * s * d * d + 2 * u, 0.0))
        w3 = w * w * w
        out = [2 * s * y[1], 8 * w3 / (3 * pi)]
        if energies:
            out += [0.8 * w3 * w * w / pi,
                    2 * exchange * s * w3 * w / pi**2,
                    8 * w3 / (3 * pi),
                    8 * w3 * u / (3 * pi)]
        return out

    def too_large(s, y):
        return y[0] - 1e3
    too_large.terminal = True

    start = [0.0] * (6 if energies else 2)
    return solve_ivp(rhs, (math.sqrt(R), 0.0), start, method="DOP853",
                     rtol=1e-13, atol=1e-13, dense_output=dense,
                     events=None if energies else too_large)


def edge_radius(Z, k_edge, exchange=1.0, upper=12.0):
    def mismatch(R):
        u_centre = integrate_inward(R, k_edge, exchange).y[0, -1]
        return u_centre ** (-1 / 3) - Z ** (-1 / 3)
    return brentq(mismatch, 1.0, upper, xtol=1e-13, rtol=1e-14)


def energy_parts(Z, R, k_edge, exchange=1.0):
    y = integrate_inward(R, k_edge, exchange, energies=True).y[:, -1]
    kinetic, exch, n_over_r, n_phi = -y[2:]
    return kinetic, -exch, -0.5 * (Z * n_over_r + n_phi)


# The uniform gas: lowest energy per electron, found numerically.
best = minimize_scalar(lambda n: f(n) / n, bounds=(1e-4, 1e-2),
                       method="bounded", options={"xatol": 1e-10})
assert abs(best.x / n0 - 1) < 1e-4
assert abs(best.fun / mu - 1) < 1e-8

# Pointwise minimum over all densities: a jump when phi changes sign.
n_grid = np.linspace(0, 0.1, 1000001)
f_grid = f(n_grid)


def best_density(phi):
    return n_grid[np.argmin(f_grid - (phi + mu) * n_grid)]


assert best_density(-1e-5) == 0.0
assert abs(best_density(1e-5) / n0 - 1) < 5e-3
k_try = 1 / pi + math.sqrt(1 / (16 * pi**2) + 2 * 0.3)
assert abs(best_density(0.3) / (k_try**3 / (3 * pi**2)) - 1) < 1e-4

# Energy against edge position at fixed Z; P = 0 is not used to find the minimum.
atoms = {"B": 5, "Si": 14, "As": 33}
k_low, k_high = 0.37, 0.45
nodes = 0.5 * (k_low + k_high) + 0.5 * (k_high - k_low) * np.cos(
    pi * (np.arange(9) + 0.5) / 9)
k_fine = np.linspace(k_low, k_high, 20001)
n_from_minimum, slope_pairs = {}, {}
for name, Z in atoms.items():
    radii = np.array([edge_radius(Z, k) for k in nodes])
    total = np.array([sum(energy_parts(Z, R, k)) for R, k in zip(radii, nodes)])
    E_fit = Chebyshev.fit(nodes, total - total.mean(), 8, domain=[k_low, k_high])
    R_fit = Chebyshev.fit(nodes, radii, 8, domain=[k_low, k_high])
    k_min = k_fine[np.argmin(E_fit(k_fine))]
    n_from_minimum[name] = k_min**3 / (3 * pi**2)
    assert k_low + 0.005 < k_min < k_high - 0.005
    assert abs(n_from_minimum[name] / n0 - 1) < 5e-3
    # Slope of E(R) against the pressure, the latter from -d(V f(N/V))/dV.
    k_t = 0.43
    n_t = k_t**3 / (3 * pi**2)
    h = 1e-4
    P_t = -((1 + h) * f(n_t / (1 + h)) - (1 - h) * f(n_t / (1 - h))) / (2 * h)
    P_formula = k_t**5 / (15 * pi**2) - k_t**4 / (12 * pi**3)
    assert abs(P_t / P_formula - 1) < 1e-5
    slope = E_fit.deriv()(k_t) / R_fit.deriv()(k_t)
    slope_pairs[name] = (slope, -4 * pi * R_fit(k_t) ** 2 * P_t)
    # 2 percent: the slope is the derivative of a fit to tiny energy changes.
    assert abs(slope / slope_pairs[name][1] - 1) < 0.02

# Without exchange the energy keeps falling as the edge moves outward.
tf_k = [0.4, 0.2, 0.1, 0.05]
tf_R = [edge_radius(14, k, exchange=0.0, upper=60.0) for k in tf_k]
tf_E = [sum(energy_parts(14, R, k, 0.0)) for R, k in zip(tf_R, tf_k)]
assert np.all(np.diff(tf_R) > 0) and np.all(np.diff(tf_E) < 0)

# Atoms with the zero-pressure edge.
x_gl, w_gl = np.polynomial.legendre.leggauss(80)


def gauss(a, b):
    return 0.5 * (b - a) * x_gl + 0.5 * (a + b), 0.5 * (b - a) * w_gl


R_edge, E_atom, solution = {}, {}, {}
for name, Z in atoms.items():
    R = R_edge[name] = edge_radius(Z, k0)
    parts = energy_parts(Z, R, k0)
    E_atom[name] = sum(parts)
    assert abs(2 * parts[0] + parts[1] + parts[2]) < 1e-6 * abs(E_atom[name])
    assert R < (3 * Z / (4 * pi * n0)) ** (1 / 3)
    sol = solution[name] = integrate_inward(R, k0, dense=True).sol

    def density(r):
        phi = sol(np.sqrt(r))[0] / r
        return (1 / pi + np.sqrt(1 / (16 * pi**2) + 2 * phi)) ** 3 / (3 * pi**2)

    # Euler equation with the potential integrated directly from the density.
    for r in (0.2 * R, 0.5 * R, 0.9 * R):
        s_in, w_in = gauss(0, math.sqrt(r))
        s_out, w_out = gauss(math.sqrt(r), math.sqrt(R))
        inside = np.sum(w_in * 8 * pi * s_in**5 * density(s_in**2))
        outside = np.sum(w_out * 8 * pi * s_out**3 * density(s_out**2))
        phi_direct = (Z - inside) / r - outside
        n_r = float(density(r))
        step = 1e-4 * n_r
        f_prime = (f(n_r + step) - f(n_r - step)) / (2 * step)
        assert abs(f_prime - phi_direct - mu) < 1e-5

    # Field outside the edge, by a two-dimensional Coulomb quadrature.
    D = 1.3 * R
    s_all, w_all = gauss(0, math.sqrt(R))
    r_all = s_all**2
    shell = w_all * 4 * pi * s_all**5 * density(r_all)
    distance = np.sqrt(D**2 + r_all[:, None] ** 2 - 2 * D * r_all[:, None] * x_gl)
    phi_out = Z / D - np.sum(shell[:, None] * w_gl / distance)
    assert abs(phi_out) < 1e-5

    # Zero slope at the edge: the excess density grows as distance squared.
    ratio = (density(R - 0.02) - n0) / (density(R - 0.01) - n0)
    assert abs(ratio - 4) < 0.1

# Neglected correlation: zero-pressure density with PW92 added.
def eps_with_correlation(n):
    exc = libxc.eval_xc("LDA,PW", np.array([n]), spin=0)[0]
    return C_KIN * n ** (2 / 3) + float(np.ravel(exc)[0])


n_corr = minimize_scalar(eps_with_correlation, bounds=(1e-3, 1e-2),
                         method="bounded", options={"xatol": 1e-9}).x

# Neglected quantum tail: unrestricted Hartree-Fock silicon atom (triplet).
mol = gto.M(atom="Si 0 0 0", basis="aug-cc-pvtz", spin=2, verbose=0)
mf = scf.UHF(mol)
mf.kernel()
assert mf.converged
dm = np.asarray(mf.make_rdm1()).sum(axis=0)
cos_t, w_t = np.polynomial.legendre.leggauss(8)
azimuth = 2 * pi * np.arange(16) / 16
sin_t = np.sqrt(1 - cos_t**2)
directions = np.array([[st * math.cos(a), st * math.sin(a), ct]
                       for ct, st in zip(cos_t, sin_t) for a in azimuth])
w_dir = np.repeat(w_t / 2, 16) / 16


def hf_density(r):
    r = np.atleast_1d(r)
    points = (r[:, None, None] * directions).reshape(-1, 3)
    ao = mol.eval_gto("GTOval_sph", points)
    rho = np.einsum("pi,pi->p", ao @ dm, ao)
    return rho.reshape(len(r), -1) @ w_dir


def hf_electrons(a, b):
    s, w = gauss(math.sqrt(a), math.sqrt(b))
    return np.sum(w * 8 * pi * s**5 * hf_density(s**2))


R_si = R_edge["Si"]
assert abs(hf_electrons(0, 2) + hf_electrons(2, 30) - 14) < 2e-3
hf_outside = hf_electrons(R_si, 30)
hf_radius = brentq(lambda r: hf_density(r)[0] - n0, 2.0, 10.0)
hf_level = mf.mo_energy[0][mf.mo_occ[0] > 0].max()

print(f"C_k = {C_KIN:.5f}, C_x = {C_EXC:.5f} (atomic units)")
print(f"edge density n0 = {n0:.6f} per bohr^3")
print(f"edge density n0 = {n0 / BOHR_NM**3:.3f} per nm^3")
print(f"edge wavenumber k0 = {k0:.5f} per bohr")
print(f"electron sphere radius r_s at n0 = {(3 / (4 * pi * n0))**(1/3):.4f} bohr")
print(f"chemical potential = {mu:.6f} hartree = {mu * HARTREE_EV:.4f} eV")
print(f"kinetic pressure at edge = {k0**5 / (15 * pi**2) * PRESSURE_GPA:.4f} GPa")
print(f"exchange pressure at edge = {-k0**4 / (12 * pi**3) * PRESSURE_GPA:.4f} GPa")
for name, Z in atoms.items():
    print(f"{name} Z = {Z}: edge radius = {R_edge[name]:.4f} bohr"
          f" = {R_edge[name] * BOHR_NM:.4f} nm")
    print(f"{name}: edge density from energy minimum ="
          f" {n_from_minimum[name]:.6f} per bohr^3")
    print(f"{name}: dE/dR at k = 0.43: energies {slope_pairs[name][0]:.4e},"
          f" pressure {slope_pairs[name][1]:.4e} hartree/bohr")
    print(f"{name}: TFD total energy = {E_atom[name]:.3f} hartree")
for r_nm in (0.02, 0.05, 0.10, 0.15):
    r = r_nm / BOHR_NM
    u = float(solution["Si"](math.sqrt(r))[0]) if r < R_si else 0.0
    print(f"Si at {r_nm:.2f} nm: screening = {u / 14:.5f},"
          f" potential energy of unit charge = {u / r * HARTREE_EV:.3f} eV")
cutoff = (R_edge["As"] + R_si) * BOHR_NM
bond = 0.235
print(f"As-Si cutoff distance = {cutoff:.4f} nm")
print(f"rough Si bond length (input) = {bond:.3f} nm, cutoff/bond = {cutoff/bond:.3f}")
for k, R, E in zip(tf_k, tf_R, tf_E):
    print(f"Si no exchange, edge k = {k:.2f} per bohr:"
          f" R = {R:.3f} bohr, E = {E:.5f} hartree")
print(f"zero-pressure density with PW92 correlation = {n_corr:.6f} per bohr^3")
print(f"ratio to n0 = {n_corr / n0:.3f}")
print(f"Si UHF/aug-cc-pVTZ energy = {mf.e_tot:.3f} hartree")
print(f"Si TFD energy / UHF energy = {E_atom['Si'] / mf.e_tot:.4f}")
print(f"Si UHF electrons beyond TFD edge = {hf_outside:.3f}")
print(f"Si UHF density at TFD edge = {hf_density(R_si)[0]:.5f} per bohr^3")
print(f"Si UHF density equals n0 at {hf_radius:.3f} bohr = {hf_radius*BOHR_NM:.4f} nm")
print(f"Si UHF highest occupied level = {hf_level * HARTREE_EV:.3f} eV")
print("verified")
```

Printed output:

```
C_k = 2.87123, C_x = 0.73856 (atomic units)
edge density n0 = 0.002127 per bohr^3
edge density n0 = 14.357 per nm^3
edge wavenumber k0 = 0.39789 per bohr
electron sphere radius r_s at n0 = 4.8234 bohr
chemical potential = -0.047494 hartree = -1.2924 eV
kinetic pressure at edge = 1.9818 GPa
exchange pressure at edge = -1.9818 GPa
B Z = 5: edge radius = 3.7522 bohr = 0.1986 nm
B: edge density from energy minimum = 0.002127 per bohr^3
B: dE/dR at k = 0.43: energies -1.2298e-03, pressure -1.2298e-03 hartree/bohr
B: TFD total energy = -36.297 hartree
Si Z = 14: edge radius = 4.1855 bohr = 0.2215 nm
Si: edge density from energy minimum = 0.002127 per bohr^3
Si: dE/dR at k = 0.43: energies -1.5384e-03, pressure -1.5384e-03 hartree/bohr
Si: TFD total energy = -381.672 hartree
As Z = 33: edge radius = 4.4982 bohr = 0.2380 nm
As: edge density from energy minimum = 0.002127 per bohr^3
As: dE/dR at k = 0.43: energies -1.7829e-03, pressure -1.7829e-03 hartree/bohr
As: TFD total energy = -2761.534 hartree
Si at 0.02 nm: screening = 0.38622, potential energy of unit charge = 389.300 eV
Si at 0.05 nm: screening = 0.14729, potential energy of unit charge = 59.385 eV
Si at 0.10 nm: screening = 0.03838, potential energy of unit charge = 7.737 eV
Si at 0.15 nm: screening = 0.00891, potential energy of unit charge = 1.197 eV
As-Si cutoff distance = 0.4595 nm
rough Si bond length (input) = 0.235 nm, cutoff/bond = 1.955
Si no exchange, edge k = 0.40 per bohr: R = 5.026 bohr, E = -363.12397 hartree
Si no exchange, edge k = 0.20 per bohr: R = 7.725 bohr, E = -363.14358 hartree
Si no exchange, edge k = 0.10 per bohr: R = 11.629 bohr, E = -363.14565 hartree
Si no exchange, edge k = 0.05 per bohr: R = 17.237 bohr, E = -363.14586 hartree
zero-pressure density with PW92 correlation = 0.003257 per bohr^3
ratio to n0 = 1.531
Si UHF/aug-cc-pVTZ energy = -288.857 hartree
Si TFD energy / UHF energy = 1.3213
Si UHF electrons beyond TFD edge = 0.295
Si UHF density at TFD edge = 0.00146 per bohr^3
Si UHF density equals n0 at 3.941 bohr = 0.2085 nm
Si UHF highest occupied level = -8.198 eV
verified
```
